# Transcorrelated full CI as a Petrov-Galerkin method, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The equivalence and its use in a CI code

### What has to be decided

Before a transcorrelated CI calculation is run, one must decide how its energy will be judged. In ordinary CI the lower of two energies is the better one, because both lie above the exact energy. If that rule is carried over to the transcorrelated Hamiltonian, it can select the worse correlator or the worse orbital set. Three further questions arise: which eigensolver is needed, how properties are evaluated, and whether the matrix may be made symmetric to save work.

The answers all follow from one fact. The transcorrelated matrix is the matrix of the original Hamiltonian between two different sets of functions. The wave function is expanded in one set, and the Schrödinger equation is projected on the other. A method of this kind is called a Petrov-Galerkin method. When the two sets span the same space it is a Galerkin method, and ordinary CI is of that type.

### Setting and assumptions

Atomic units are used in the general part, with $N$ electrons and

$$H=-\tfrac12\sum_i\nabla_i^2+V .\tag{1}$$

$V$ is a real potential containing all external and interaction terms. The inner product $\langle u|v\rangle$ is linear in $v$ and conjugate-linear in $u$, and includes the sum over spins. The matrix elements of $H$ are defined by the form

$$a(u,v)=\tfrac12\sum_i\int\nabla_iu^*\cdot\nabla_iv+\int V\,u^*v .\tag{2}$$

If $v$ is smooth enough, one integration by parts turns this into $\langle u|Hv\rangle$. The form needs first derivatives alone, so it also makes sense for functions with a kink, where a second derivative would be singular. It is assumed that $H$ is the self-adjoint operator belonging to this form and is bounded below. The admissible functions are those with finite norm, finite kinetic part and finite $\int|V||u|^2$.

The correlator $\tau$ is a real function of the electron positions, independent of spin and symmetric under exchange of electrons. Both $\tau$ and its gradient are bounded. Then $e^{\tau}$ and $e^{-\tau}$ are bounded too, and

$$\nabla_i(e^{\pm\tau}u)=e^{\pm\tau}(\nabla_iu\pm u\nabla_i\tau)\tag{3}$$

has finite norm whenever $u$ and $\nabla_iu$ have. The potential part stays finite because $|e^{\pm\tau}u|^2$ is at most a constant times $|u|^2$. Multiplication by $e^{\pm\tau}$ therefore keeps admissible functions admissible. It also keeps them antisymmetric, since $\tau$ is symmetric.

The $\Phi_I$ are the orthonormal determinants built from a finite set of smooth, decaying orbitals. "Full" CI means that all determinants of this finite set are used. The resulting energy still carries the error of the orbital set.

### The transformed operator

The transcorrelated Hamiltonian is $\bar H=e^{-\tau}He^{\tau}$. To obtain it explicitly, let it act on a function $F$. By (3), $\nabla_i(e^{\tau}F)=e^{\tau}(\nabla_iF+F\nabla_i\tau)$. Taking the divergence, with the product rule applied to each factor, gives

$$\nabla_i^2(e^{\tau}F)=e^{\tau}\big[\nabla_i\tau\cdot(\nabla_iF+F\nabla_i\tau)+\nabla_i^2F+\nabla_iF\cdot\nabla_i\tau+F\nabla_i^2\tau\big].$$

The two terms with $\nabla_i\tau\cdot\nabla_iF$ are equal and add up. Multiplication by $-\tfrac12e^{-\tau}$ and summation over electrons give the kinetic part. The potential commutes with $e^{\tau}$ and is unchanged. Hence

$$\bar H=H-\sum_i\Big[\tfrac12\nabla_i^2\tau+\tfrac12(\nabla_i\tau)^2+\nabla_i\tau\cdot\nabla_i\Big].\tag{4}$$

For a pair correlator $\tau=\sum_{i<j}u_{ij}$ the gradient is $\nabla_i\tau=\sum_{j\ne i}\nabla_iu_{ij}$, and its square is

$$(\nabla_i\tau)^2=\sum_{j\neq i}(\nabla_iu_{ij})^2+\sum_{\substack{j,k\neq i\\ j\neq k}}\nabla_iu_{ij}\cdot\nabla_iu_{ik}.$$

The second sum contains three electrons at a time. The other terms in (4) are linear in $\tau$ and contain at most two. The operator thus needs three-electron integrals and none of higher rank.

### The matrix element as a form

In a CI code the matrix element is $A_{IJ}=\langle\Phi_I|\bar H|\Phi_J\rangle$. Since $\tau$ is real and multiplicative, $e^{-\tau}$ is Hermitian and may be moved to the bra without a change of sign in its exponent:

$$A_{IJ}=\langle\Phi_I|e^{-\tau}He^{\tau}|\Phi_J\rangle=a(\chi_I,\xi_J),\qquad \chi_I=e^{-\tau}\Phi_I,\quad \xi_J=e^{\tau}\Phi_J .\tag{5}$$

The $\xi_J$ will be the trial functions and the $\chi_I$ the test functions. The step in (5) can be checked directly from the form, which also shows what happens when $\tau$ has a kink. Write $u=\Phi_I$ and $v=\Phi_J$. By (3) the exponentials cancel in the product of gradients:

$$\nabla_i\chi_I^*\cdot\nabla_i\xi_J=(\nabla_iu^*-u^*\nabla_i\tau)\cdot(\nabla_iv+v\nabla_i\tau).$$

They also cancel in $V\chi_I^*\xi_J=Vu^*v$. Multiplying out the gradients gives

$$A_{IJ}=a(u,v)+\tfrac12\sum_i\int\big[v\,\nabla_iu^*\cdot\nabla_i\tau-u^*\nabla_i\tau\cdot\nabla_iv-u^*v(\nabla_i\tau)^2\big].\tag{6}$$

The first term in the bracket can be integrated by parts. The boundary term vanishes because the orbitals decay, so

$$\tfrac12\int v\,\nabla_iu^*\cdot\nabla_i\tau=-\tfrac12\int u^*\big(\nabla_iv\cdot\nabla_i\tau+v\nabla_i^2\tau\big).$$

Together with the second term in the bracket this makes $-\int u^*\nabla_i\tau\cdot\nabla_iv-\tfrac12\int u^*v\nabla_i^2\tau$. The result is the matrix element of (4), with each factor in place. If the slope of $\tau$ jumps across a surface, as for $|x_1-x_2|$ in one dimension, $\nabla_i^2\tau$ includes a delta function. A cusp $r_{ij}$ in three dimensions gives $2/r_{ij}$ instead, with no delta function. Equation (6) avoids that second derivative altogether and is a convenient check on an implementation of (4).

### The equivalence

The overlap of a test function with a trial function is

$$\langle\chi_I|\xi_J\rangle=\int\Phi_I^*e^{-\tau}e^{\tau}\Phi_J=\langle\Phi_I|\Phi_J\rangle=\delta_{IJ}.\tag{7}$$

The two sets are biorthogonal. Within one set the functions are in general not orthogonal, since $\langle\xi_I|\xi_J\rangle=\langle\Phi_I|e^{2\tau}|\Phi_J\rangle$.

Let $c$ be a right eigenvector of the CI matrix,

$$\sum_JA_{IJ}c_J=E_hc_I\quad\text{for every }I,\tag{8}$$

and define the function

$$R_h=\sum_Jc_J\xi_J=e^{\tau}\sum_Jc_J\Phi_J .\tag{9}$$

By (5) and the linearity of the form in its second argument, the left side of (8) is $a(\chi_I,R_h)$. By (7), $c_I=\langle\chi_I|R_h\rangle$. So (8) says

$$a(\chi_I,R_h)=E_h\langle\chi_I|R_h\rangle\quad\text{for every }I.\tag{10}$$

Any function $v$ in the test space is a linear combination of the $\chi_I$. Multiplying (10) by the conjugate coefficients and summing gives

$$a(v,R_h)=E_h\langle v|R_h\rangle\quad\text{for every }v\in\mathrm{span}\{\chi_I\}.\tag{11}$$

This is the Petrov-Galerkin problem for the original $H$. Conversely, suppose that some nonzero $R_h$ in the span of the $\xi_J$ satisfies (11). Expand it as in (9) and choose $v=\chi_I$. Equations (5) and (7) then give (8). The coefficients are unique: multiplying $\sum_Jc_J\xi_J=0$ by $e^{-\tau}$ would give $\sum_Jc_J\Phi_J=0$, which forces all $c_J=0$. The CI eigenproblem and (11) therefore have the same eigenvalues, and (9) connects their eigenvectors.

The proof uses the orthonormality of the determinants, not the completeness of the list within the orbital set. The equivalence thus holds for a selected list of determinants as well, with trial and test functions taken from that list.

Equation (11) states what the CI equations require of the wave function. The residual $(H-E_h)R_h$ must be orthogonal to each determinant after multiplication by $e^{-\tau}$. A Galerkin calculation with the same trial functions would multiply it by $e^{\tau}$ instead. Suppose $\tau$ is lowest at contact, so that $e^{\tau}$ reduces the wave function where repelling electrons meet. The transcorrelated equations then give more weight to the residual at short separation than the Galerkin equations do, by a relative factor $e^{-2\tau}$. A converged eigensolver has made these projections vanish. It has not made the residual itself vanish.

### The left vector, energies and properties

A left eigenvector $d$ satisfies $\sum_Id_I^*A_{IJ}=E_hd_J^*$. It defines

$$L_h=\sum_Id_I\chi_I=e^{-\tau}\sum_Id_I\Phi_I .\tag{12}$$

By (5) and (7) it obeys $a(L_h,\xi_J)=E_h\langle L_h|\xi_J\rangle$ for every $J$. For real $E_h$, complex conjugation gives $a(\xi_J,L_h)=E_h\langle\xi_J|L_h\rangle$. This is the same kind of problem with trial and test spaces exchanged, or equivalently with $\tau$ replaced by $-\tau$. Both $R_h$ and $L_h$ are approximations to the one exact state $\Psi$. The bare CI expansions have different targets: $\sum_Jc_J\Phi_J$ approximates $e^{-\tau}\Psi$, while $\sum_Id_I\Phi_I$ approximates $e^{\tau}\Psi$, each up to a factor.

The matrix $A$ is in general not Hermitian, so the eigensolver must accept such a matrix. A real nonsymmetric matrix can have complex eigenvalues; the matrix with rows $(0,1)$ and $(-1,0)$ has $\pm i$. A code should therefore look at the imaginary part of the chosen root before discarding it.

Suppose that approximate vectors $c+\delta c$ and $d+\delta d$ are available from an unfinished iteration. Since $(A-E_h)c=0$ and $d^\dagger(A-E_h)=0$,

$$(d+\delta d)^\dagger(A-E_h)(c+\delta c)=\delta d^\dagger(A-E_h)\delta c .$$

Divided by the overlap $(d+\delta d)^\dagger(c+\delta c)$, this is the error of the two-sided energy estimate relative to $E_h$. It is of second order. If a fixed reference vector $b$ stands on the left, the numerator is $b^\dagger(A-E_h)\delta c$, which is in general of first order.

The left vector is also needed for properties. Let $H$ be changed to $H+\lambda O$ at fixed $\tau$ and fixed orbitals, and let $\bar O$ be the matrix of $e^{-\tau}Oe^{\tau}$. For a simple eigenvalue, differentiation of (8) at $\lambda=0$ gives

$$\Big(\bar O-\frac{dE_h}{d\lambda}\Big)c+(A-E_h)\frac{dc}{d\lambda}=0 .$$

Multiplication by $d^\dagger$ removes the second term, so

$$\frac{dE_h}{d\lambda}=\frac{d^\dagger\bar O c}{d^\dagger c}.\tag{13}$$

The denominator is nonzero for a simple eigenvalue. If $O$ is multiplicative, such as a dipole moment, it commutes with $e^{\tau}$ and $\bar O$ is its ordinary determinant matrix. The expression $c^\dagger Oc/c^\dagger c$ is a different quantity: it is the mean of $O$ in the state $e^{-\tau}R_h$, from which the correlator has been removed.

### Symmetrizing the matrix, and other correlators

It may seem economical to replace a real matrix $A$ by $\tfrac12(A+A^{T})$. Equation (6) shows what this does. For real determinants the sum of the first two terms in the bracket changes sign when $u$ and $v$ are exchanged. It drops out of the symmetrized matrix, while the other terms remain. What is left is the ordinary CI matrix of

$$H_s=H-\tfrac12\sum_i(\nabla_i\tau)^2 .\tag{14}$$

This is a different Hamiltonian. In the normalized exact ground state $\Psi$ its mean value is $E-\tfrac12\sum_i\int(\nabla_i\tau)^2|\Psi|^2$. Its own ground-state energy is no higher than that and hence lies below $E$, unless $\nabla_i\tau$ vanishes wherever $\Psi$ does not. A larger orbital set does not remove this error.

The sign in the test functions comes from the Hermiticity of $\tau$. For a general operator $\tau$ whose exponentials preserve the admissible functions, moving $e^{-\tau}$ to the bra produces its adjoint, and the test functions become $e^{-\tau^\dagger}\Phi_I$. If $\tau^\dagger=-\tau$, these are $e^{\tau}\Phi_I$, equal to the trial functions. The transformation is then unitary, the matrix is Hermitian, and the method is an ordinary Galerkin method with its variational bound.

## Part 2. Error of the energy and a worked example

### Symbols and results carried over

$H$ is the original Hamiltonian with form $a(u,v)$, and $\tau$ is a real symmetric function. The trial functions are $\xi_J=e^{\tau}\Phi_J$ and the test functions $\chi_I=e^{-\tau}\Phi_I$, with $\langle\chi_I|\xi_J\rangle=\delta_{IJ}$. The transcorrelated CI matrix is $A_{IJ}=a(\chi_I,\xi_J)$. Its right eigenvector $c$ gives $R_h=\sum_Jc_J\xi_J$, its left eigenvector $d$ gives $L_h=\sum_Id_I\chi_I$, and both belong to the eigenvalue $E_h$. For every $v$ in the test space, $a(v,R_h)=E_h\langle v|R_h\rangle$. The exact state and energy are $\Psi$ and $E$, with $\Psi$ normalized.

The transcorrelated CI eigenproblem has been shown to be a Petrov-Galerkin problem for the original $H$, with trial functions $e^{\tau}\Phi_J$ and test functions $e^{-\tau}\Phi_I$. What remains is to find the error of its energy and to follow it in a worked example.
